# Angular 4f electron density of lanthanide ions from Stevens factors, part 1

(Sections cited here and not found follow in the second part.)

## A.1 One electron with \(m=3\)

Let \(x=\cos\theta\). The f orbitals have
\[
|Y_{3m}|^2=\frac{7}{4\pi}\frac{(3-|m|)!}{(3+|m|)!}\,(1-x^2)^{|m|}\Big(\frac{d^{|m|}P_3}{dx^{|m|}}\Big)^2,\qquad P_3=\tfrac12(5x^3-3x). \tag{1}
\]
For \(m=3\) the derivative is 15, and \(|Y_{33}|^2=\frac{35}{64\pi}(1-x^2)^3\): a ring around the equator that vanishes at the poles. It is an even polynomial of degree 6, hence a combination of \(P_0,P_2,P_4,P_6\), where
\[
P_2=\tfrac12(3x^2-1),\quad P_4=\tfrac18(35x^4-30x^2+3),\quad P_6=\tfrac1{16}(231x^6-315x^4+105x^2-5).
\]
The prefactors are called \(N_2,N_4,N_6=\frac12,\frac18,\frac1{16}\). Integration over the azimuth leaves the weight \(\frac{35}{32}(1-3x^2+3x^4-x^6)\), so
\[
\langle x^{2j}\rangle=\frac{35}{16}\Big[\frac1{2j+1}-\frac3{2j+3}+\frac3{2j+5}-\frac1{2j+7}\Big],
\]
which is \(1,\frac19,\frac1{33},\frac5{429}\) for \(j=0,1,2,3\). Therefore
\[
\langle P_2\rangle=\tfrac12(\tfrac13-1)=-\tfrac13,\qquad \langle P_4\rangle=\tfrac18(\tfrac{35}{33}-\tfrac{30}9+3)=\tfrac1{11},
\]
\[
\langle P_6\rangle=\tfrac1{16}(\tfrac{35}{13}-\tfrac{105}{11}+\tfrac{35}3-5)=-\tfrac5{429}. \tag{2}
\]
The negative \(\langle P_2\rangle\) expresses that the cloud is flattened along \(z\). These three numbers are the only angular integrals that the Stevens factors of the Hund levels require.

## A.2 Legendre expansion for \(n\) electrons

The \(n\) electrons occupy \(l=3\) orbitals with one common radial function, and the state is an eigenstate \(|JM\rangle\) of \(\mathbf J^2\) and \(J_z\), with \(\hbar=1\) and \(\mathbf J=\mathbf L+\mathbf S\). The angular number density, in electrons per steradian (e/sr), is
\[
\rho(\Omega)=\Big\langle\sum_i\delta(\Omega-\Omega_i)\Big\rangle=\sum_{mm'}D_{mm'}Y^*_{3m}Y_{3m'},\qquad D_{mm'}=\sum_\sigma\langle a^\dagger_{m\sigma}a_{m'\sigma}\rangle .
\]
The charge density is \(-e\rho\) times the squared radial function. The operator in \(D_{mm'}\) shifts \(J_z\) by \(m-m'\), so its expectation value in a \(J_z\) eigenstate vanishes unless \(m=m'\). By (1) each \(|Y_{3m}|^2\) is even in \(x\) and of degree \(2|m|+2(3-|m|)=6\), so \(\rho=\sum_kc_kP_k\) with \(k=0,2,4,6\). From \(\int_{-1}^1P_kP_{k'}dx=2\delta_{kk'}/(2k+1)\) follows \(\int\rho P_k\,d\Omega=4\pi c_k/(2k+1)\), and the left side is the expectation value of \(T_k=\sum_iP_k(\cos\theta_i)\). With \(T_0=n\),
\[
\rho(\theta)=\frac n{4\pi}+\sum_{k=2,4,6}\frac{2k+1}{4\pi}\,q_kP_k(\cos\theta),\qquad q_k=\langle JM|T_k|JM\rangle. \tag{3}
\]
The terms \(k=2,4,6\) integrate to zero over the sphere. They give the aspherical part only, and the density needs the constant as well.

## A.3 Dependence on \(M\): the Stevens polynomials

The orbital operator \(l_a\) is a first-order differential operator, so \([l_a,g]\) is multiplication by the function \(l_ag\), and \(\sum_a[l_a,[l_a,P_k]]=\mathbf l^2P_k=k(k+1)P_k\). Spin operators and operators of other electrons commute with \(P_k(\cos\theta_i)\), hence
\[
[J_z,T_k]=0,\qquad\sum_a[J_a,[J_a,T_k]]=k(k+1)T_k .
\]
The projector on one \(J\) multiplet commutes with \(\mathbf J\), so both relations hold for the projected \(T_k\), which by the first is diagonal with elements \(f(M)\). The double commutator then equals \(\frac12([J_+,[J_-,T]]+[J_-,[J_+,T]])\), with
\[
[J_+,[J_-,T]]=J_+J_-T-J_+TJ_--J_-TJ_++TJ_-J_+ .
\]
Set \(X=J(J+1)\), \(a_M=X-M(M+1)\), \(b_M=X-M(M-1)\), the eigenvalues of \(J_-J_+\) and \(J_+J_-\). The four terms have diagonal elements \(b_Mf(M)\), \(-b_Mf(M-1)\), \(-a_Mf(M+1)\), \(a_Mf(M)\), and exchanging \(+\) and \(-\) reproduces the same sum. Thus
\[
(\mathcal Df)(M)\equiv a_M[f(M)-f(M+1)]+b_M[f(M)-f(M-1)]=k(k+1)f(M). \tag{4}
\]
At \(M=J\), \(a_J=0\) and (4) gives \(f(J-1)\) from \(f(J)\). Since \(b_M\ne0\) for \(M>-J\), each further equation gives the next value, so the solution is unique up to a factor. Inserting \(a_M\) and \(b_M\),
\[
\mathcal Df=-(X-M^2)[f(M+1)+f(M-1)-2f(M)]+M[f(M+1)-f(M-1)],
\]
and the binomial theorem gives \(\mathcal DM^j=[j(j-1)+2j]M^j+\dots=j(j+1)M^j+\dots\), with lower powers omitted. The powers \(j=0,\dots,2J\) are a basis for functions on \(2J+1\) points, \(\mathcal D\) is triangular in it, and its eigenvalues are \(j(j+1)\) with \(j\le 2J\). For \(k>2J\), (4) has only the solution \(f=0\).

The even powers give
\[
\mathcal DM^2=6M^2-2X,\qquad\mathcal DM^4=20M^4+(10-12X)M^2-2X,
\]
\[
\mathcal DM^6=42M^6+(70-30X)M^4+(14-30X)M^2-2X .
\]
Stevens' normalization takes the leading coefficients 3, 35, 231 of \(P_k/N_k\), and the lower coefficients \(u_j\) of \(M^j\) follow by matching powers in (4). For \(k=2\), \(-6X=6u_0\). For \(k=4\), \(35(10-12X)+6u_2=20u_2\) and \(-2X(35+u_2)=20u_0\). For \(k=6\), \(231(70-30X)+20u_4=42u_4\), then \(231(14-30X)+(10-12X)u_4+6u_2=42u_2\), then \(-2X(231+u_4+u_2)=42u_0\). The solutions are
\[
O_2^0=3M^2-X,\qquad O_4^0=35M^4-(30X-25)M^2+3X^2-6X,
\]
\[
O_6^0=231M^6-(315X-735)M^4+(105X^2-525X+294)M^2-5X^3+40X^2-60X .
\]
They are the expectation values of the Stevens operators in \(|JM\rangle\). They obey (4) identically in \(M\) and \(X\), so they vanish on the allowed \(M\) when \(k>2J\). Uniqueness gives
\[
q_k=N_k\theta_k\,O_k^0(J,M),\qquad\theta_2,\theta_4,\theta_6=\alpha,\beta,\gamma, \tag{5}
\]
with \(\theta_k\) independent of \(M\), and (3) becomes
\[
\rho=\frac n{4\pi}+\frac1{4\pi}\Big[\frac52\,\alpha\,O_2^0P_2+\frac98\,\beta\,O_4^0P_4+\frac{13}{16}\,\gamma\,O_6^0P_6\Big]. \tag{6}
\]
Equation (6) holds for any \(J\) multiplet of \(f^n\) in any coupling scheme. For \(k>2J\) the factor \(\theta_k\) is undefined and is set to zero. For large \(J\) at fixed \(\mu=M/\sqrt X\), the leading terms give \(N_kO_k^0\simeq X^{k/2}P_k(\mu)\), which is exact for \(k=2\): in this limit each multipole follows the tilt of a precessing \(\mathbf J\). For \(k=4,6\) the lanthanide values of \(J\) can be too small for it: at \(M=J\) it gives 0.31 of the exact value for \(k=6\), \(J=\frac{15}2\), and the wrong sign for \(k=4\), \(J=\frac52\).

## A.4 End value and norm

Let \(N=2J+1\), \(y=M+J=0,\dots,N-1\), \(k\le2J\), \(\Delta g(y)=g(y+1)-g(y)\), \(\nabla g(y)=g(y)-g(y-1)\), and
\[
t_k=k!\,\Delta^kg,\qquad g(y)=\binom yk\binom{y-N}k .
\]
The polynomial \(g\) has degree \(2k\) and leading coefficient \(1/(k!)^2\), and \(\Delta^k\) multiplies that coefficient by \((2k)!/k!\). So \(t_k\) has degree \(k\) and leading coefficient \(\binom{2k}k=6,70,924\), equal to \(2^kN_k\) times \(3,35,231\). Moreover \(g=0\) at \(y=0,\dots,k-1\) and \(y=N,\dots,N+k-1\). Define \(\tilde g=g\) on \(0\le y\le N+k-1\) and zero elsewhere. Then \(\Delta^k\tilde g\) equals \(\Delta^kg\) on the grid and vanishes off it, sums may run over all integers, and shifting the index \(k\) times gives
\[
\sum_yt_k\,p=k!\,(-1)^k\sum_y\tilde g\,\nabla^kp .
\]
This is zero when \(p\) has degree below \(k\). The same orthogonality holds for \(O_k^0\): \(\mathcal D\) is a symmetric matrix because \(a_M=b_{M+1}\), and its eigenvectors with \(j<k\) span the polynomials of lower degree. The difference \(t_k-2^kN_kO_k^0\) has degree below \(k\) and is orthogonal to itself, so \(t_k=2^kN_kO_k^0\) on the grid.

At \(y=N-1\), \(\Delta^kg=\sum_j(-1)^{k-j}\binom kjg(N-1+j)\) keeps only \(j=0\), and \(\binom{-1}k=(-1)^k\) cancels the sign:
\[
E_k(J)\equiv N_kO_k^0(J,J)=\frac{(2J)!}{2^k(2J-k)!}>0. \tag{7}
\]
For \(p=t_k\), \(\nabla^kt_k=k!\binom{2k}{k}=(2k)!/k!\) and \((-1)^k\binom{y-N}k=\binom{N+k-1-y}k\). The sum \(\sum_y\binom yk\binom{N+k-1-y}k\) counts the subsets of \(2k+1\) out of \(N+k\) ordered objects by the position of the middle one, and equals \(\binom{N+k}{2k+1}\). Multiplying by \((2k)!\) and dividing by \(4^k\),
\[
W_k(J)\equiv\sum_M(N_kO_k^0)^2=\frac{(2J+k+1)!}{(2k+1)\,4^k\,(2J-k)!}. \tag{8}
\]
The case \(p=1\) gives \(\sum_MO_k^0=0\): an equal population of all \(M\) has the spherical density \(n/4\pi\).

## A.5 Stevens factors of the Hund levels

**One electron.** Section A.3 applies with \(\mathbf l\) in place of \(\mathbf J\), so \(\langle3m|P_k|3m\rangle=N_k\theta_k(l)O_k^0(3,m)\). Equation (7) gives \(E_k(3)=\frac{15}2,\frac{45}2,\frac{45}4\), and dividing (2) by these,
\[
\theta_k(l)=-\tfrac2{45},\quad\tfrac2{495},\quad-\tfrac4{3861}.
\]
With \(X=12\) the elements for \(m=3,2,1,0\), even in \(m\), are \(-\frac13,0,\frac15,\frac4{15}\) for \(k=2\), that is \((12-3m^2)/45\); \(\frac1{11},-\frac7{33},\frac1{33},\frac2{11}\) for \(k=4\); and \(-\frac5{429},\frac{10}{143},-\frac{25}{143},\frac{100}{429}\) for \(k=6\).

**The Hund term.** From here on the level is assumed to be the pure LS Hund level: largest \(S\), then largest \(L\), and \(J=L-S\) for \(n<7\), \(J=L+S\) for \(n\ge7\). \(T_k\) commutes with \(\mathbf S\), so in the term its matrix is diagonal, independent of \(M_S\), and equal to \(N_k\theta_k(L)O_k^0(L,M_L)\) by A.3 applied to \(\mathbf L\). Only one determinant has the largest \(M_S\) and then the largest \(M_L\): spin-up orbitals filled from \(m=3\) downward, followed by spin-down orbitals in the same order. It is \(|LL,SS\rangle\), and a one-body expectation value in a determinant is a sum over occupied orbitals:
\[
\theta_k(L)\,E_k(L)=\Sigma_k(n)\equiv\sum_{\rm occ}\langle3m|P_k|3m\rangle. \tag{9}
\]
A full spin shell adds nothing, because \(\sum_mO_k^0(3,m)=0\); by (3) its density is the constant \(7/4\pi\). Hence \(\theta_k(L)\) repeats for \(n\to n+7\). For \(7-n\) electrons the empty orbitals are those occupied for \(n\) with \(m\) reversed, so \(L\) is unchanged and \(\theta_k(L)\) changes sign.

**\(J=L+S\).** The state \(|JJ\rangle\) is \(|LL,SS\rangle\) itself, so \(\theta_k(J)E_k(J)=\theta_k(L)E_k(L)\), and the projection factor \(p_k=\theta_k(J)/\theta_k(L)\) is
\[
p_k=\frac{E_k(L)}{E_k(J)}=\frac{(2L)!\,(2J-k)!}{(2L-k)!\,(2J)!}. \tag{10}
\]

**\(J=L-S\).** Let \(C=\langle LM_L\,SM_S|JM\rangle\). Then \(q_k=\sum_{M_S}C^2N_k\theta_k(L)O_k^0(L,M_L)\) with \(M_L=M-M_S\), and comparison with (5) gives
\[
\sum_{M_S}C^2\,O_k^0(L,M_L)=p_k\,O_k^0(J,M). \tag{11}
\]
A symmetry of \(C^2\) reduces this to a stretched case. For two momenta \(j\), the state \((2j+1)^{-1/2}\sum_m(-1)^{j-m}|jm\rangle|j,-m\rangle\) is a scalar: the total raising operator produces \(|m+1\rangle|{-m}\rangle\) twice, with opposite signs and amplitudes \(\sqrt{a_m}\) and \(\sqrt{a_{-m-1}}=\sqrt{a_m}\). In the product space of three momenta \(L,S,J\) a scalar needs \(L\) and \(S\) coupled to \(J\), which occurs once, so the scalar is unique up to a phase. It can be built by coupling \(L,S\) to \(J\) first or \(J,S\) to \(L\) first. Equating the squared amplitudes of \(|LM_L\rangle|SM_S\rangle|J,-M\rangle\) gives \(C^2/(2J+1)=\langle J,-M\,SM_S|L,-M_L\rangle^2/(2L+1)\). A rotation by \(\pi\) about the \(y\) axis reverses all projections up to signs and leaves the squares unchanged, so
\[
C^2=\frac{2J+1}{2L+1}\,\tilde C^2,\qquad\tilde C=\langle JM\,S,-M_S|LM_L\rangle .
\]
In the coupling of \(J\) and \(S\) to \(L\), the diagonal operator \(O_k^0(J,J_z)\) obeys the double-commutator relation by (4), so A.3 gives \(\sum\tilde C^2O_k^0(J,M)=b_k'\,O_k^0(L,M_L)\) at fixed \(M_L\). Since \(L=J+S\), the state \(M_L=L\) is a single product, and \(b_k'=E_k(J)/E_k(L)\). Multiplying (11) by \(N_k^2O_k^0(J,M)\), summing over \(M\) and reordering the double sum by \(M_L\),
\[
p_kW_k(J)=\frac{2J+1}{2L+1}\,\frac{E_k(J)}{E_k(L)}\,W_k(L).
\]
By (7) and (8),
\[
\frac{E_k(J)}{E_k(L)}=\frac{(2J)!\,(2L-k)!}{(2J-k)!\,(2L)!},\qquad\frac{W_k(L)}{W_k(J)}=\frac{(2L+k+1)!\,(2J-k)!}{(2L-k)!\,(2J+k+1)!},
\]
and the factorials \((2L-k)!\) and \((2J-k)!\) cancel:
\[
p_k=\frac{(2L+k+1)!\,(2J+1)!}{(2L+1)!\,(2J+k+1)!}. \tag{12}
\]
Both (10) and (12) are positive and reduce to 1 for \(S=0\). Equation (12) was derived for \(k\le2J\) but returns a finite number beyond that, where the density is unaffected because \(O_k^0\) vanishes; code that tabulates the factors should set \(\theta_k=0\) explicitly for \(\gamma\) of Ce\(^{3+}\) and Sm\(^{3+}\) (\(J=\frac52\)) and for all factors of Eu\(^{3+}\) (\(J=0\)). Gd\(^{3+}\) has \(L=0\), where \(E_k(L)\) is not defined and \(\theta_k=0\). The quantities \(\Sigma_k\), \(E_k\), \(W_k\), \(p_k\), \(\theta_k\), \(O_k^0\) and \(q_k\) are rational and can be held as exact fractions.

For Nd\(^{3+}\) (\(n=3\), \(L=6\), \(J=\frac92\)): \(\Sigma_2=-\frac13+0+\frac15=-\frac2{15}\), \(E_2(6)=12\cdot11/4=33\), \(\theta_2(L)=-\frac2{495}\), \(p_2=\frac{14\cdot15}{11\cdot12}=\frac{35}{22}\), and \(\alpha=-\frac7{1089}=-6.428\times10^{-3}\). With \(E_2(\frac92)=9\cdot8/4=18\), \(q_2=-0.1157\) at \(M=J\). Likewise \(\beta=-\frac2{16335}\cdot\frac{340}{143}=-2.911\times10^{-4}\) and \(\gamma=-\frac{10}{891891}\cdot\frac{969}{286}=-3.799\times10^{-5}\).

Equation (6) now gives the angular density of any state \(|JM\rangle\) of \(f^n\), and (9), (10) and (12) give the Stevens factors of the pure LS Hund levels. What remains is to read off the oblate and prolate shapes, work through Dy\(^{3+}\), and examine the range of validity and the numerical check.

All numerical values are calculated from the stated model.
